# Hole Pseudospin Currents and the Doping-Driven Spiral in an Antiferromagnet: verification in Python

```python
# Result under test: holes in a slowly twisted antiferromagnet feel
#   H = -g sum_a sin(k_a) s.(n x d_a n),   g = t for frozen spins,
# (s: hole pseudospin, n: staggered direction), and at small doping x
# a (1,0) spiral of pitch q = g x / rho_s forms when
#   lam = 4 N0 g^2 / rho_s > 1   (and is uniform for lam < 2).
# N0 = m/(2 pi): density of states of one pocket; rho_s: spin stiffness.
# Frozen-spin t-t1-t2-J model, S = 1/2, square lattice, spacing 1, J = 1.
# Hole-hole interactions other than through the twist are left out.
import numpy as np
from scipy.optimize import minimize

J, t_main, t1, t2 = 1.0, 1.1, 0.1, 0.25
rho_s = J / 4
rng = np.random.default_rng(3)

# ---- sign and size of the projected hole hopping, in full Fock space ----
def fock_annihilators(n_modes):
    lower = np.array([[0, 1], [0, 0]], complex)
    parity = np.diag([1.0, -1.0])
    ops = []
    for m in range(n_modes):
        op = np.eye(1)
        for j in range(n_modes):
            factor = parity if j < m else (lower if j == m else np.eye(2))
            op = np.kron(op, factor)
        ops.append(op)
    return ops

c = fock_annihilators(6)                      # 3 sites, 2 spin states
chi3 = rng.normal(size=(3, 2)) + 1j * rng.normal(size=(3, 2))
chi3 /= np.linalg.norm(chi3, axis=1)[:, None]
a_loc = [sum(np.conj(chi3[i, s]) * c[2*i+s] for s in (0, 1)) for i in range(3)]
full = np.zeros(64, complex)
full[0] = 1
for a in a_loc:
    full = a.conj().T @ full
H_fock = np.zeros((64, 64), complex)
for i in range(3):
    for j in range(3):
        if i != j:
            for s in (0, 1):
                H_fock -= c[2*i+s].conj().T @ c[2*j+s]
fock_err = 0.0
for i in range(3):
    for j in range(3):
        if i != j:
            element = np.vdot(a_loc[j] @ full, H_fock @ (a_loc[i] @ full))
            fock_err = max(fock_err, abs(element - np.vdot(chi3[i], chi3[j])))
assert fock_err < 1e-12

# ---- gradient coupling in a noncoplanar texture, t = 1 ----
def texture_energies(L, k):
    X, Y = np.meshgrid(np.arange(L), np.arange(L), indexing="ij")
    w = 2 * np.pi / L
    th = 1.2 + 0.4 * np.sin(w * (X + Y))
    ph = w * (X + 2 * Y) + 0.3 * np.sin(w * X)
    up = np.array([np.cos(th/2) + 0j, np.sin(th/2) * np.exp(1j*ph)])
    dn = np.array([-up[1].conj(), up[0].conj()])
    n = np.array([np.sin(th)*np.cos(ph), np.sin(th)*np.sin(ph), np.cos(th)])
    eta = np.array([np.cos(0.4), np.sin(0.4) * np.exp(0.7j)])
    s = np.array([np.sin(0.8)*np.cos(0.7), np.sin(0.8)*np.sin(0.7), np.cos(0.8)])
    on_A = (X + Y) % 2 == 0
    chi = np.where(on_A, up, dn)              # frozen spin on each site
    left = np.where(on_A, dn, up)             # spin left behind by the hole
    hole = np.einsum("sxy,s->xy", left.conj(), eta)
    hole = hole * np.exp(1j * (k[0]*X + k[1]*Y))
    direct, formula = 0.0, 0.0
    for a in (0, 1):
        chi_next = np.roll(chi, -1, axis=a+1)
        overlap = (chi.conj() * chi_next).sum(axis=0)
        direct += 2*np.real(np.roll(hole, -1, axis=a).conj()*overlap*hole).sum()
        dn_a = (np.roll(n, -1, axis=a+1) - np.roll(n, 1, axis=a+1)) / 2
        twist = np.cross(n, dn_a, axis=0)
        formula -= np.sin(k[a]) * np.einsum("s,sxy->xy", s, twist).mean()
    return direct / (abs(hole)**2).sum(), formula

texture = {}
for name, k in (("pocket", (np.pi/2, -np.pi/2)),
                ("generic", (0.4*np.pi, 0.2*np.pi))):
    for L in (100, 200):
        d, f = texture_energies(L, k)
        texture[name, L] = (d, f, abs(d/f - 1))
assert texture["pocket", 200][2] < 0.02
assert texture["pocket", 200][2] < 0.35 * texture["pocket", 100][2]
assert texture["generic", 200][2] < 0.65 * texture["generic", 100][2]

# ---- hole band in a spiral with Q = (pi,pi)+q and canting cos(beta) ----
shifts = [(1, 0), (0, 1), (1, 1), (1, -1), (2, 0), (0, 2)]

def hoppings(t):
    return [t, t, t1, t1, t2, t2]

def trig_tables(kx, ky):
    return [(np.cos(kx*d[0] + ky*d[1]), np.sin(kx*d[0] + ky*d[1]))
            for d in shifts]

def band(t, Q, cant, tables):
    energy = np.zeros_like(tables[0][0])
    for d, amp, (co, si) in zip(shifts, hoppings(t), tables):
        half = (Q[0]*d[0] + Q[1]*d[1]) / 2
        energy += (2 * amp * np.cos(half)) * co
        if cant != 0:
            energy -= (2 * amp * cant * np.sin(half)) * si
    return energy

L8, cant8 = 8, 0.3
Q8 = 2 * np.pi * np.array([5, 3]) / L8
beta8 = np.arccos(cant8)
def spinor8(x, y):
    return np.array([np.cos(beta8/2),
                     np.sin(beta8/2) * np.exp(1j*(Q8[0]*x + Q8[1]*y))])
h8 = np.zeros((64, 64), complex)
for x in range(L8):
    for y in range(L8):
        for d, amp in zip(shifts, hoppings(t_main)):
            for sg in (1, -1):
                u, v = (x + sg*d[0]) % L8, (y + sg*d[1]) % L8
                h8[u*L8+v, x*L8+y] += amp*np.vdot(spinor8(x, y), spinor8(u, v))
k8 = 2 * np.pi * np.arange(L8) / L8
K8x, K8y = np.meshgrid(k8 - Q8[0]/2, k8 - Q8[1]/2, indexing="ij")
levels8 = np.sort(band(t_main, Q8, cant8, trig_tables(K8x, K8y)).ravel())
band_err = np.max(abs(np.linalg.eigvalsh(h8) - levels8))
assert band_err < 1e-10

# ---- pocket parameters ----
m_star = 1 / np.sqrt((8*t2)**2 - (4*t1)**2)
N0 = m_star / (2*np.pi)
def lam_of(t):
    return 4 * N0 * t**2 / rho_s
def t_of(lam):
    return np.sqrt(lam * rho_s / (4*N0))

M = 600
kgrid = -np.pi/2 + 2*np.pi*(np.arange(M) + 0.5)/M
KX, KY = np.meshgrid(kgrid, kgrid, indexing="ij")
tables = trig_tables(KX, KY)
neel_band = band(t_main, (np.pi, np.pi), 0.0, tables)
window = 0.02
N0_counted = np.mean(neel_band < -4*t2 + window) / (4*window)
assert abs(neel_band.min() + 4*t2) < 1e-3
assert abs(N0_counted/N0 - 1) < 0.03          # finite window and grid

def total_energy(t, x, q, cant=0.0):
    Q = (np.pi + q[0], np.pi + q[1])
    e = band(t, Q, cant, tables).ravel()
    n_holes = int(round(x * M * M))
    holes = np.partition(e, n_holes)[:n_holes].sum() / M**2
    spins = rho_s * sum(cant**2 + (1 - cant**2)*np.cos(Qa) for Qa in Q)
    return spins + holes

def relax(t, x):
    unit = t * x / rho_s
    starts = [(0, 0), (.5, 0), (.75, 0), (1, 0), (.5, .5), (.75, .75),
              (1, 1), (1, .5)]
    energies = [total_energy(t, x, np.array(s)*unit) for s in starts]
    best = np.array(starts[int(np.argmin(energies))], float)
    simplex = np.array([best, best + [0.12, 0.02], best + [-0.02, 0.12]])
    res = minimize(lambda r: total_energy(t, x, r*unit), best,
                   method="Nelder-Mead",
                   options=dict(initial_simplex=simplex, maxfev=60,
                                xatol=5e-4, fatol=1e-11))
    r = np.sort(abs(res.x))[::-1]             # symmetry-equivalent choice
    return r, res.fun

# threshold: no twist below lam = 1, full (1,0) twist above
# (tolerance 0.25 allows for partly filled shells of the finite k grid)
threshold_rows = []
for lam in (0.8, 1.4):
    for x in (0.01, 0.02):
        r, _ = relax(t_of(lam), x)
        threshold_rows.append((lam, x, r))
        if lam < 1:
            assert np.hypot(*r) < 0.25
        else:
            assert r[0] > 0.85 and r[1] < 0.25

# pitch law and energies in the (1,0) regime
lam_main = lam_of(t_main)
assert 1 < lam_main < 2
main = {x: relax(t_main, x) for x in (0.004, 0.008, 0.02, 0.04)}
def extrapolate(f):
    return 2*f(0.004) - f(0.008)
pitch_limit = extrapolate(lambda x: main[x][0][0])
assert abs(pitch_limit - 1) < 0.01
assert all(v[0][1] < 0.25 for v in main.values())
A_main = extrapolate(lambda x: (main[x][1] + 2*rho_s + 4*t2*x) / x**2)
A_main_formula = 0.5 * (1/(2*N0) - t_main**2/rho_s)
assert abs(A_main - A_main_formula) < 0.06
gain = extrapolate(lambda x: (total_energy(t_main, x, (0, 0))-main[x][1])/x**2)
gain_formula = (lam_main - 1) / (8*N0)
assert abs(gain - gain_formula) < 0.06

# above lam = 2: (1,1) spiral, energy concave in doping
lam_big = 2.6
t_big = t_of(lam_big)
big = {x: relax(t_big, x) for x in (0.004, 0.008)}
big_limit = [extrapolate(lambda x: big[x][0][i]) for i in (0, 1)]
assert max(abs(np.array(big_limit) - 1)) < 0.03
A_big = extrapolate(lambda x: (big[x][1] + 2*rho_s + 4*t2*x) / x**2)
A_big_formula = 1/(2*N0) - t_big**2/rho_s
assert A_big < 0 < A_main and abs(A_big - A_big_formula) < 0.12

# pocket filling and stability against canting at x = 0.02
x0 = 0.02
q_formula = t_main * x0 / rho_s
q_full = main[x0][0][0] * q_formula
e_spiral = band(t_main, (np.pi + q_full, np.pi), 0.0, tables)
cut = np.partition(e_spiral.ravel(), int(round(x0*M*M)))[int(round(x0*M*M))]
occupied = e_spiral < cut
polarized = np.mean(abs(KX[occupied]) < np.pi/2)
assert polarized > 0.999
E_flat = total_energy(t_main, x0, (q_full, 0))
cant_cost = [total_energy(t_main, x0, (q_full, 0), cc) - E_flat
             for cc in (-0.1, -0.05, 0.05, 0.1)]
assert min(cant_cost) > 0

# pocket functional with free noncoplanar twists never beats the spiral
n_s = 40000
n1 = rng.uniform(0, 1, n_s)
dens = np.array([n1, 1 - n1])
P = rng.normal(size=(2, n_s, 3))
P *= (dens * rng.uniform(0, 1, (2, n_s))**0.2
      / np.linalg.norm(P, axis=2))[:, :, None]
source = np.array([P[0] + P[1], P[0] - P[1]])
Om = t_main/rho_s*source + rng.normal(size=source.shape)*rng.uniform(0, 1, (1, n_s, 1))
E_rand = ((dens**2 + (P**2).sum(axis=2)).sum(axis=0)/(4*N0)
          - t_main*(Om*source).sum(axis=(0, 2)) + rho_s/2*(Om**2).sum(axis=(0, 2)))
assert E_rand.min() >= A_main_formula - 1e-10

# ---- output ----
print(f"exchange J = {J:.2f} (energy unit), stiffness rho_s = {rho_s:.3f} J")
print(f"hoppings t, t', t'' = {t_main:.2f}, {t1:.2f}, {t2:.2f} J")
print(f"Fock-space check of hole hopping, max error = {fock_err:.1e} t")
for (name, L), (d, f, err) in texture.items():
    print(f"texture L={L} {name} k: direct {d:.6f} t, formula {f:.6f} t, "
          f"rel. diff. {err:.1e}")
print(f"spiral band vs 8x8 diagonalization, max error = {band_err:.1e} J")
print(f"inverse masses = {8*t2+4*t1:.3f}, {8*t2-4*t1:.3f} J")
print(f"pocket mass m* = {m_star:.4f} 1/J")
print(f"density of states N0 = {N0:.5f} 1/J per site, counted {N0_counted:.5f}")
print(f"lambda = {lam_main:.4f}")
print(f"critical coupling g_c (lambda=1) = {t_of(1.0):.4f} J")
print(f"coupling at lambda=2 = {t_of(2.0):.4f} J")
print(f"slope g/rho_s = {t_main/rho_s:.3f} rad per site per unit doping")
for lam, x, r in threshold_rows:
    print(f"lambda={lam:.1f} x={x:.3f}: q/(g x/rho_s) = ({r[0]:.3f}, {r[1]:.3f})")
for x, (r, e) in main.items():
    u = t_main*x/rho_s
    print(f"main case x={x:.3f}: formula q = {u:.5f}, full q_x = {r[0]*u:.5f} rad,"
          f" ratios ({r[0]:.4f}, {r[1]:.4f})")
print(f"pitch ratio extrapolated to x=0 = {pitch_limit:.4f}")
print(f"x=0.02: spiral period, formula = {2*np.pi/q_formula:.1f} sites")
print(f"x=0.02: spiral period, full model = {2*np.pi/q_full:.1f} sites")
print(f"x=0.02: fraction of holes in the two lowered pockets = {polarized:.4f}")
print(f"energy coefficient of x^2, (1,0): full {A_main:.3f}, "
      f"formula {A_main_formula:.3f} J")
print(f"gain over Neel / x^2: full {gain:.3f}, formula {gain_formula:.3f} J")
print(f"lambda={lam_big:.1f} (t={t_big:.4f} J): extrapolated ratios = "
      f"({big_limit[0]:.3f}, {big_limit[1]:.3f})")
print(f"energy coefficient of x^2, (1,1): full {A_big:.3f}, "
      f"formula {A_big_formula:.3f} J")
print(f"x=0.02: cost of canting cos(beta)=0.05 = {cant_cost[2]:.2e} J per site")
print(f"lowest random-texture energy / x^2 = {E_rand.min():.3f} J")
print("verified")
```

Printed output:

```
exchange J = 1.00 (energy unit), stiffness rho_s = 0.250 J
hoppings t, t', t'' = 1.10, 0.10, 0.25 J
Fock-space check of hole hopping, max error = 2.3e-16 t
texture L=100 pocket k: direct 0.035385 t, formula 0.035385 t, rel. diff. 2.2e-16
texture L=200 pocket k: direct 0.017753 t, formula 0.017753 t, rel. diff. 0.0e+00
texture L=100 generic k: direct -0.080929 t, formula -0.075055 t, rel. diff. 7.8e-02
texture L=200 generic k: direct -0.039048 t, formula -0.037579 t, rel. diff. 3.9e-02
spiral band vs 8x8 diagonalization, max error = 4.0e-15 J
inverse masses = 2.400, 1.600 J
pocket mass m* = 0.5103 1/J
density of states N0 = 0.08122 1/J per site, counted 0.08222
lambda = 1.5724
critical coupling g_c (lambda=1) = 0.8772 J
coupling at lambda=2 = 1.2406 J
slope g/rho_s = 4.400 rad per site per unit doping
lambda=0.8 x=0.010: q/(g x/rho_s) = (0.000, 0.000)
lambda=0.8 x=0.020: q/(g x/rho_s) = (0.002, 0.000)
lambda=1.4 x=0.010: q/(g x/rho_s) = (0.973, 0.002)
lambda=1.4 x=0.020: q/(g x/rho_s) = (0.949, 0.000)
main case x=0.004: formula q = 0.01760, full q_x = 0.01741 rad, ratios (0.9892, 0.0001)
main case x=0.008: formula q = 0.03520, full q_x = 0.03444 rad, ratios (0.9783, 0.0066)
main case x=0.020: formula q = 0.08800, full q_x = 0.08351 rad, ratios (0.9490, 0.0041)
main case x=0.040: formula q = 0.17600, full q_x = 0.15954 rad, ratios (0.9065, 0.0007)
pitch ratio extrapolated to x=0 = 1.0001
x=0.02: spiral period, formula = 71.4 sites
x=0.02: spiral period, full model = 75.2 sites
x=0.02: fraction of holes in the two lowered pockets = 1.0000
energy coefficient of x^2, (1,0): full 0.658, formula 0.658 J
gain over Neel / x^2: full 0.881, formula 0.881 J
lambda=2.6 (t=1.4145 J): extrapolated ratios = (0.999, 0.999)
energy coefficient of x^2, (1,1): full -1.838, formula -1.847 J
x=0.02: cost of canting cos(beta)=0.05 = 2.40e-03 J per site
lowest random-texture energy / x^2 = 0.669 J
verified
```
